# Logarithmic motion of a tagged atom driven by one surface vacancy: verification in Python

```python
"""
Result under test: one vacancy makes a simple random walk on an infinite square
lattice and exchanges with the atom it steps onto. A tagged atom then has
  <X_n^2>/a^2 = [ln(8n) + gamma - pi*A(r0)] / [pi*(pi-1)] + o(1).
n: number of vacancy steps; a: lattice spacing; r0: initial vacancy position
relative to the atom; A: potential kernel of the walk (A=1 for a neighbour);
gamma: Euler's constant. The displacement is the full two-dimensional one.
Generating functions are stored as arrays of their power-series coefficients.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.signal import fftconvolve
from scipy.special import ellipk, j1, jn_zeros

PI = np.pi
GAMMA = np.euler_gamma
DIRECTIONS = ((1, 0), (-1, 0), (0, 1), (0, -1))
CORRELATION = 1 / (PI - 1)


def msd_law(n, kernel=1.0):
    return (np.log(8 * n) + GAMMA - PI * kernel) / (PI * (PI - 1))


def saturation_law(radius):
    green = 2 / PI * (np.log(radius) + GAMMA + 1.5 * np.log(2))
    return CORRELATION * (green - 1)


def disc_survival(scaled_time):
    """Continuum survival in an absorbing disc, start at centre; D*t/R^2."""
    zeros = jn_zeros(0, 60)
    return np.sum(2 / (zeros * j1(zeros)) * np.exp(-zeros**2 * scaled_time))


def enumerate_msd(steps):
    """All vacancy histories in the laboratory frame, with explicit swaps."""
    states = {((1, 0), (0, 0)): 1}
    values = [0.0]
    for n in range(1, steps + 1):
        new = {}
        for (vacancy, atom), count in states.items():
            for dx, dy in DIRECTIONS:
                target = (vacancy[0] + dx, vacancy[1] + dy)
                moved = vacancy if target == atom else atom
                key = (target, moved)
                new[key] = new.get(key, 0) + count
        states = new
        total = sum(k * (s[1][0]**2 + s[1][1]**2) for s, k in states.items())
        values.append(total / 4**n)
    return np.array(values)


def evolve_moments(start, steps, radius):
    """Evolve probability, first moments, second moment and the probability of
    no exchange, on vacancy positions relative to the atom. The disc edge
    absorbs; the second moment of absorbed histories is kept."""
    half = radius + 2
    axis = np.arange(-half, half + 1)
    inside = (axis[:, None]**2 + axis[None, :]**2 < radius**2).astype(float)
    field = np.zeros((5, 2 * half + 1, 2 * half + 1))
    field[0, half + start[0], half + start[1]] = 1
    field[4, half + start[0], half + start[1]] = 1
    msd, survival = np.zeros(steps + 1), np.ones(steps + 1)
    absorbed = 0.0
    for n in range(1, steps + 1):
        new = np.zeros_like(field)
        core = new[:, 1:-1, 1:-1]
        core += field[:, 2:, 1:-1]
        core += field[:, :-2, 1:-1]
        core += field[:, 1:-1, 2:]
        core += field[:, 1:-1, :-2]
        core *= 0.25
        new[:, half, half] = 0
        for ex, ey in DIRECTIONS:
            p, vx, vy, s, _ = field[:, half + ex, half + ey]
            gain = np.array([p, vx + ex * p, vy + ey * p,
                             s + 2 * (ex * vx + ey * vy) + p])
            new[:4, half - ex, half - ey] += 0.25 * gain
        before = new[3].sum()
        new *= inside
        after = new[3].sum()
        absorbed += before - after
        msd[n] = absorbed + after
        survival[n] = new[0].sum()
        field = new
    return msd, survival, field[1].sum(), field[4].sum()


def reciprocal(series):
    result = np.zeros_like(series)
    result[0] = 1 / series[0]
    for n in range(1, len(series)):
        result[n] = -result[0] * np.dot(series[1:n + 1], result[n - 1::-1])
    return result


def multiply(left, right):
    return fftconvolve(left, right)[:len(left)]


# Exact power series for a vacancy that starts next to the tagged atom.
N = 20000
k = np.arange(N // 2 + 1)
central = np.ones(len(k))
central[1:] = np.cumprod((2 * k[1:] - 1) / (2 * k[1:]))
green_zero = np.zeros(N + 2)
green_two = np.zeros(N + 2)
green_zero[2 * k] = central**2
green_two[2 * k] = (central * k / (k + 1))**2
waiting = -reciprocal(green_zero)[1:]
unit = np.zeros(N + 1)
unit[0] = 1
cosine = np.zeros(N + 1)
cosine[1:] = -(green_zero - green_two)[:N] / 4
exchange_series = multiply(waiting, reciprocal(unit - waiting))
mean_exchanges = np.cumsum(exchange_series)
factor = multiply(unit + cosine, reciprocal(unit - cosine))
msd_exact = np.cumsum(multiply(exchange_series, factor))
unmoved = 1 - np.cumsum(waiting)

# Return function and its logarithmic singularity.
z = 0.95
direct_sum = np.sum(green_zero * z**np.arange(N + 2))
assert abs(direct_sum - 2 / PI * ellipk(z**2)) < 1e-10
z = 1 - 1e-7
assert abs(2 / PI * ellipk(z**2) - np.log(8 / (1 - z)) / PI) < 1e-5

# Lattice constants from Fourier integrals.
kernel_two = quad(lambda x: 2 / PI * (1 - np.cos(2 * x))
                  / np.sqrt((1 - np.cos(x)) * (3 - np.cos(x))), 0, PI)[0]
kernel_one = quad(lambda x: 2 / PI * (1 - np.cos(x))
                  / np.sqrt((1 - np.cos(x)) * (3 - np.cos(x))), 0, PI)[0]
assert abs(kernel_one - 1) < 1e-7
assert abs(kernel_two - (4 - 8 / PI)) < 1e-7
mean_cosine = -kernel_two / 4
f_numeric = (1 + mean_cosine) / (1 - mean_cosine)
assert abs(f_numeric - CORRELATION) < 1e-7

# Direct evolution against enumeration and against the exact series.
small = enumerate_msd(8)
STEPS = 800
msd_grid, _, drift, untouched = evolve_moments((1, 0), STEPS, 130)
msd_diag, _, _, _ = evolve_moments((1, 1), STEPS, 130)
assert np.max(np.abs(small - msd_grid[:9])) < 1e-12
series_gap = np.max(np.abs(msd_grid - msd_exact[:STEPS + 1]))
assert series_gap < 1e-6
assert abs(untouched - unmoved[STEPS]) < 1e-6

# Initial position: kernel 4/pi for a diagonal neighbour.
start_gap = msd_grid[-1] - msd_diag[-1]
start_law = msd_law(STEPS) - msd_law(STEPS, 4 / PI)
assert abs(start_gap - start_law) < 5e-3
drift_law = (PI - 2) / (2 * (PI - 1))
assert abs(drift - drift_law) < 1e-3

# Asymptotic laws; remainders of the MSD should fall like ln(n)/n.
for n in (200, 2000, 20000):
    assert abs(msd_exact[n] - msd_law(n)) < 2 * np.log(8 * n) / n
error_early = abs(msd_exact[2000] - msd_law(2000))
error_late = abs(msd_exact[20000] - msd_law(20000))
assert error_late < error_early / 4
exchange_law = (np.log(8 * N) + GAMMA) / PI - 1
assert abs(mean_exchanges[N] - exchange_law) < 2 * np.log(8 * N) / N
log_scale = np.log(8 * N) + GAMMA
unmoved_law = PI / log_scale - PI**3 / (6 * log_scale**3)
assert abs(unmoved[N] - unmoved_law) < 1e-3

# Absorbing disc; tolerances allow for its lattice edge, of order a/R.
disc_radius = 20
disc_msd, disc_alive, _, _ = evolve_moments((1, 0), 6000, disc_radius)
assert disc_alive[-1] < 1e-7
assert abs(disc_msd[-1] - saturation_law(disc_radius)) < 0.02
assert abs(disc_alive[200] - disc_survival(200 / 4 / disc_radius**2)) < 0.04

# Cu(001) example: rough typical inputs.
spacing = 0.256          # nm
barrier = 0.35           # eV
attempt = 1e13           # 1/s
formation = 0.50         # eV
temperature = 300.0      # K
duration = 1e-4          # s
terrace = 50.0           # nm
barrier_error = 0.05     # eV
thermal = const.k * temperature / const.e
step_rate = 4 * attempt * np.exp(-barrier / thermal)
n_ex = int(round(step_rate * duration))
assert 1000 < n_ex <= N
msd_ex = msd_exact[n_ex]
assert abs(msd_ex - msd_law(n_ex)) < 0.01
rate_factor = np.exp(barrier_error / thermal)
barrier_shift = np.log(rate_factor) / (PI * (PI - 1))
radius_ex = terrace / spacing
edge_probability = 1 - disc_survival(n_ex / 4 / radius_ex**2)
density = np.exp(-formation / thermal)
quantum_ratio = const.h * attempt / (const.k * temperature)
tunnel_gain = quantum_ratio**2 / 24
tunnel_shift = np.log(1 + tunnel_gain) / (PI * (PI - 1))
diagonal_margin = thermal * np.log(100)
layer_margin = thermal * np.log(100 * n_ex)

print(f"kernel A(2,0) by quadrature: {kernel_two:.6f}")
print(f"mean cosine of successive moves: {mean_cosine:.6f}")
print(f"correlation factor f: {f_numeric:.6f}")
print(f"MSD coefficient of ln n: {1/(PI*(PI-1)):.6f} a^2")
print(f"MSD gain per decade of n: {np.log(10)/(PI*(PI-1)):.4f} a^2")
for n in (10, 100, 1000, 10000):
    print(f"n={n}: exact MSD {msd_exact[n]:.5f}, law {msd_law(n):.5f} a^2")
print(f"largest grid-series MSD gap, n<=800: {series_gap:.1e} a^2")
print(f"mean displacement at n=800: {drift:.5f} a")
print(f"limiting mean displacement: {drift_law:.5f} a")
print(f"adjacent minus diagonal start, n=800: {start_gap:.5f} a^2")
print(f"same difference from the law: {start_law:.5f} a^2")
print(f"no-exchange probability at n=20000: {unmoved[N]:.5f}")
print(f"its asymptotic value: {unmoved_law:.5f}")
print(f"disc R=20a, final MSD from evolution: {disc_msd[-1]:.4f} a^2")
print(f"disc R=20a, final MSD from law: {saturation_law(20):.4f} a^2")
print("Cu(001) example, rough typical inputs")
print(f"atom spacing: {spacing:.3f} nm")
print(f"vacancy hop barrier: {barrier:.2f} eV")
print(f"attempt frequency: {attempt:.1e} 1/s")
print(f"vacancy formation energy: {formation:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {thermal:.5f} eV")
print(f"duration: {duration*1e3:.2f} ms")
print(f"terrace radius: {terrace:.0f} nm")
print(f"total vacancy step rate: {step_rate:.3e} 1/s")
print(f"number of vacancy steps: {n_ex}")
print(f"mean number of exchanges: {mean_exchanges[n_ex]:.3f}")
print(f"probability of no exchange: {unmoved[n_ex]:.4f}")
print(f"tagged-atom MSD, exact series: {msd_ex:.4f} a^2")
print(f"tagged-atom MSD, law: {msd_law(n_ex):.4f} a^2")
print(f"tagged-atom MSD: {msd_ex*spacing**2:.4f} nm^2")
print(f"tagged-atom rms displacement: {np.sqrt(msd_ex)*spacing:.3f} nm")
print(f"vacancy rms displacement: {np.sqrt(n_ex)*spacing:.2f} nm")
print(f"assumed barrier uncertainty: {barrier_error:.2f} eV")
print(f"rate factor from it: {rate_factor:.2f}")
print(f"MSD shift from it: {barrier_shift:.3f} a^2")
print(f"vacancy probability to reach terrace edge: {edge_probability:.2e}")
print(f"final MSD on this terrace: {saturation_law(radius_ex):.3f} a^2")
print(f"equilibrium vacancy density: {density:.2e} per site")
print(f"mean exchanges with other vacancies: {density*n_ex:.2e}")
print(f"leading tunnelling gain in rate: {100*tunnel_gain:.1f} %")
print(f"MSD shift from tunnelling: {tunnel_shift:.4f} a^2")
print(f"extra barrier, diagonal/straight rate 1%: {diagonal_margin:.3f} eV")
print(f"extra barrier, layer escape about 1%: {layer_margin:.3f} eV")
print("all tests passed")
```

It prints:

```
kernel A(2,0) by quadrature: 1.453521
mean cosine of successive moves: -0.363380
correlation factor f: 0.466942
MSD coefficient of ln n: 0.148632 a^2
MSD gain per decade of n: 0.3422 a^2
n=10: exact MSD 0.34748, law 0.27016 a^2
n=100: exact MSD 0.62853, law 0.61240 a^2
n=1000: exact MSD 0.95703, law 0.95464 a^2
n=10000: exact MSD 1.29719, law 1.29688 a^2
largest grid-series MSD gap, n<=800: 2.6e-15 a^2
mean displacement at n=800: 0.26632 a
limiting mean displacement: 0.26653 a
adjacent minus diagonal start, n=800: 0.12753 a^2
same difference from the law: 0.12759 a^2
no-exchange probability at n=20000: 0.24724
its asymptotic value: 0.24752
disc R=20a, final MSD from evolution: 0.9100 a^2
disc R=20a, final MSD from law: 0.9042 a^2
Cu(001) example, rough typical inputs
atom spacing: 0.256 nm
vacancy hop barrier: 0.35 eV
attempt frequency: 1.0e+13 1/s
vacancy formation energy: 0.50 eV
temperature: 300 K
thermal energy: 0.02585 eV
duration: 0.10 ms
terrace radius: 50 nm
total vacancy step rate: 5.276e+07 1/s
number of vacancy steps: 5276
mean number of exchanges: 2.574
probability of no exchange: 0.2757
tagged-atom MSD, exact series: 1.2024 a^2
tagged-atom MSD, law: 1.2018 a^2
tagged-atom MSD: 0.0788 nm^2
tagged-atom rms displacement: 0.281 nm
vacancy rms displacement: 18.59 nm
assumed barrier uncertainty: 0.05 eV
rate factor from it: 6.92
MSD shift from it: 0.287 a^2
vacancy probability to reach terrace edge: 1.40e-03
final MSD on this terrace: 1.582 a^2
equilibrium vacancy density: 3.98e-09 per site
mean exchanges with other vacancies: 2.10e-05
leading tunnelling gain in rate: 10.7 %
MSD shift from tunnelling: 0.0151 a^2
extra barrier, diagonal/straight rate 1%: 0.119 eV
extra barrier, layer escape about 1%: 0.341 eV
all tests passed
```
